Octahedral Rotation in a Perovskite Film under Two Percent Compression

**Problem**

A perovskite ABO₃ contains a network of BO₆ octahedra. Each octahedron has a B ion at its centre and six oxygen ions at its corners, and each corner is shared with a neighbouring octahedron. A thin film of such a crystal is grown on a substrate whose square surface net is smaller than the film's own. The film adopts the substrate's net, so that it is compressed by 2 percent along both in-plane directions.

Suppose that the octahedra are rigid and stay linked at their corners, and that they can turn only about the film normal. Through what angle must they turn? What happens to the layer spacing, and how far does the answer move when the rigid model is relaxed?

The following conventions are used. The B–O bond length is d. When no octahedron is turned, each B–O–B bridge is straight and neighbouring B ions are a distance a₀ = 2d apart. In the strained film the B ions form a square net of pitch a, and the compression is the positive number

s = (a₀ − a)/a₀.

The film normal is z, the net directions are x and y, and φ is the magnitude of the rotation angle. The example takes a₀ = 0.39 nm, a rough value for strontium titanate, so d = 0.195 nm. With s = 0.02 the compressed pitch is a = 0.98 × 0.39 nm = 0.3822 nm.

**First estimate by scaling**

Consider one bridge B–O–B. The two B ions are pushed together while both bonds keep their length, so the oxygen between them must move sideways by some distance u. Half of the bridge is a right triangle with hypotenuse d and legs a/2 and u:

d² = (a/2)² + u².

Since a/2 = (1 − s)d,

u² = d² − (1 − s)²d² = (2s − s²)d².

For small s the term s² can be dropped, and u ≈ d√(2s). The bond has then turned by roughly u/d, which gives

φ ≈ √(2s).

The square root has a simple origin. A sideways shift is of first order in the angle, whereas the shortening it produces is of second order. A small compression therefore needs a comparatively large rotation. For s = 0.02,

φ ≈ √0.04 = 0.20 rad = 11.459°.

This estimate looks at a single bridge. It does not show that all the bridges can bend together while every octahedron keeps its shape, and it replaces a trigonometric function by its leading term.

**Exact solution of the rigid model**

*The pattern of rotations.* Let an octahedron centred at the origin turn by the signed angle φ₁, counted counterclockwise. Its right-hand corner moves to

d(cos φ₁, sin φ₁).

Its neighbour is centred at (a, 0) and turns by φ₂. The left-hand corner of the neighbour lies at

(a, 0) − d(cos φ₂, sin φ₂).

These two corners are the same oxygen ion. Equating the x and y components gives

a = d(cos φ₁ + cos φ₂),

0 = sin φ₁ + sin φ₂.

Angles are taken between −45° and 45°, because a square turned by 90° is the same square with its corners relabelled. In this range the sine takes each value once, so the second equation requires φ₂ = −φ₁.

The same argument holds along y. The upper corner of the first octahedron is at d(−sin φ₁, cos φ₁). Matching it to the lower corner of the neighbour centred at (0, a), turned by φ₃, gives

0 = −(sin φ₁ + sin φ₃),

a = d(cos φ₁ + cos φ₃),

and therefore φ₃ = −φ₁. The octahedra turn like meshed gears: each one turns against its four in-plane neighbours, and the signs form a checkerboard. Once the sign of one octahedron is chosen, the whole layer is fixed.

*The angle.* With φ₂ = −φ₁ the two cosines are equal, and

a = 2d cos φ = a₀ cos φ.

Dividing by a₀ and using a/a₀ = 1 − s gives the result

cos φ = 1 − s.

For 2 percent compression,

φ = arccos 0.98 = 0.20033 rad = 11.478°,

or about 11.5°.

The pattern and the angle were also tested by enumeration, without using this formula. Each in-plane oxygen must lie at distance d from two B ions, which leaves two possible positions, one on each side of the bridge. A periodic net of 2 × 2 octahedra has eight such oxygens and hence 2⁸ = 256 combinations. Only those in which the oxygen–oxygen edges of every octahedron keep the length √2 d are acceptable. Two survive, the checkerboard and its mirror image, and both have an angle of 11.478°. On a periodic net of 3 × 2 octahedra none survives, because a sign that flips at every step cannot return to itself after three steps.

*The local geometry.* The oxygen shift is

u = d sin φ = 0.0388 nm.

Each of the two bonds at a bridge makes an angle φ with the line joining the B ions, so the bridge angle is

180° − 2φ = 157.04°.

*The layer spacing.* The upper and lower corners of an octahedron lie on its rotation axis and do not move. The spacing of B ions along z stays at

c = 2d = 0.39 nm.

Since these corners stay in place, they pass no information about the sense of rotation from one layer to the next. Successive layers may turn in phase or in antiphase, and the rigid model does not choose between them.

The volume per formula unit falls from a₀³ to a₀³cos²φ, a factor of 0.98² = 0.960. The rigid network thus gives up about 4 percent of its volume and does not expand along z. An ordinary elastic film expands along z, as shown below, so the layer spacing separates these two model responses. In a real film other distortions and defects can change the spacing too, and it does not identify the rotation by itself.

*Tension.* Two bonds of length d cannot span more than 2d. An unrotated rigid film therefore has no way to follow a larger substrate net. The equation says the same: for s < 0 it would require cos φ > 1.

**Comparison of the estimate with the exact result**

The identity 1 − cos φ = 2 sin²(φ/2) turns the exact result into

sin(φ/2) = √(s/2),

φ = 2 arcsin √(s/2).

The series arcsin x = x + x³/6 + …, with x = √(s/2), gives

φ = 2√(s/2) [1 + (s/2)/6 + …] = √(2s) [1 + s/12 + …].

The leading term is the scaling estimate. All terms of the arcsine series are positive for positive x, so the estimate lies below the exact angle. At s = 0.02 the first correction is 0.02/12, or 0.17 percent of the estimate, and it raises 11.459° to 11.478°. To the digits shown this agrees with the exact value.

The scaling argument is so accurate here because the relative correction is s/12: it is of first order in s, not in √s, and its coefficient is small. What the exact solution adds is mainly the checkerboard pattern, which shows that the bending of one bridge is compatible with all the others.

The sensitivity to strain follows by differentiating cos φ = 1 − s:

−sin φ dφ = −ds,

dφ/ds = 1/sin φ.

At 2 percent compression this slope is 2.88° per percent of strain. It falls as the compression grows, so going from 2 to 3 percent adds only 2.59°. The slope grows without limit as s tends to zero, so the first small compression has the largest effect on the angle.

**What the 2 percent refers to**

The result depends on the state from which strain is measured. Three variations matter in practice.

First, misfit may be quoted relative to the substrate pitch, as (a₀ − a)/a = 0.02. Then a₀/a = 1.02 and

cos φ = 1/1.02, φ = 11.36°.

Second, the film may already be rotated by φ₀ about the normal before it is strained. Its unstrained pitch is then 2d cos φ₀, not 2d. Compressing this pitch by the fraction s gives

2d cos φ = (1 − s) 2d cos φ₀,

cos φ = (1 − s) cos φ₀.

For φ₀ = 2° the final angle is 11.65°. The initial angle is not simply added. Expanding both cosines to second order and dropping the product sφ₀² gives

φ² ≈ 2s + φ₀²,

so the two contributions add in squares, and a small initial rotation is almost hidden by a large strain-induced one. A film with an initial rotation can also follow some tension, by straightening its bridges, until its pitch reaches 2d.

Third, the film may have lost part of its misfit through dislocations. If half of it relaxes, the remaining compression is 1 percent and

φ = arccos 0.99 = 8.11°.

Half the strain leaves about 71 percent of the angle, as the square-root law requires.

**When the bonds can give**

Real bonds are stiff but not rigid. Let the in-plane bonds take a strain e, negative in compression. The bond length becomes (1 + e)d, and the condition on the pitch becomes

(1 + e) cos φ = 1 − s.

The film now has a choice between compressing its bonds and turning its octahedra. The balance follows from the energy of each.

*Cost of compressing the bonds.* Treat the unrotated crystal as a cubic elastic medium with constants C₁₁ and C₁₂. Both in-plane strains equal e, and the strain n along z is free to adjust. The energy per volume is

w = (C₁₁ + C₁₂)e² + 2C₁₂en + ½C₁₁n².

Since the top surface is free, ∂w/∂n = 0, which gives

n = −2C₁₂e/C₁₁.

Inserting this, the last two terms become −4C₁₂²e²/C₁₁ + 2C₁₂²e²/C₁₁, and

w = Me², M = C₁₁ + C₁₂ − 2C₁₂²/C₁₁.

With the rough values C₁₁ = 320 GPa and C₁₂ = 100 GPa,

M = 320 + 100 − 62.5 = 357.5 GPa.

Multiplied by the volume V = a₀³ of a formula unit, this is MV = 132.4 eV. A film that took all of the compression in its bonds would have e = −0.02 and would pay 132.4 eV × 0.02² = 52.9 meV per formula unit. It would also expand along z by 0.625 × 2 percent = 1.25 percent, where the rigid network does not expand at all.

*Cost of turning the octahedra.* For small angles write this cost as ½Kφ² per formula unit. The stiffness K can be estimated from the frequency ω of the vibration in which the octahedra turn in the checkerboard pattern. Each octahedron has four in-plane oxygens, each shared by two octahedra, so there are two per formula unit. Each moves at speed d(dφ/dt), while the B ions stay at rest. With oxygen mass m, the kinetic energy is

½ · 2m · d²(dφ/dt)² = ½I(dφ/dt)², I = 2md².

An oscillator with inertia I and stiffness K has ω² = K/I, so

K = 2md²ω².

A rough mode energy ħω = 6 meV, in the regime of strontium titanate at room temperature when successive layers turn in antiphase, gives K = 1.05 eV/rad². The mode in which the layers turn in phase has its own frequency and therefore its own K, which is not estimated here. The value of K also applies only near room temperature, since at low temperature the crystal rotates even without strain.

*The balance.* The total energy per formula unit is

E = MVe² + ½Kφ².

For small s and φ, the condition on the pitch gives e ≈ −s + φ²/2, so de/dφ ≈ φ. Then

dE/dφ ≈ 2MVeφ + Kφ = φ(2MVe + K).

This vanishes at φ = 0, or at

e = −K/(2MV),

and in the second case

φ² ≈ 2[s − K/(2MV)].

At this order the bonds of a rotated film take a fixed strain, independent of the misfit, and rotation takes the rest. Here K/(2MV) = 1.05/264.8 = 0.0040, so

φ ≈ √[2(0.0200 − 0.0040)] = 0.179 rad = 10.26°.

Direct minimization of E, with the full condition on the pitch, gives 10.31° and a bond strain of −0.39 percent. Within this model, bond compression lowers the rigid result by about 1.2°. The layer spacing now grows by n = −2C₁₂e/C₁₁ = 0.625 × 0.39 percent ≈ 0.25 percent, between the rigid value of zero and the 1.25 percent of the unrotated film. The model charges the whole modulus M to the B–O bonds. In a real crystal part of it comes from A–O and other contacts that rotation does not relieve in the same way.

*The threshold.* Near φ = 0 the full condition gives

e ≈ −s + (1 − s)φ²/2.

Squaring this, the terms of E proportional to φ² are

[−MVs(1 − s) + K/2]φ².

The unrotated state is therefore unstable if

K < 2MVs(1 − s).

For 2 percent compression the right-hand side is 5.19 eV/rad², about five times the estimated K. Read the other way, with K = 1.05 eV/rad² the instability begins at a compression of about 0.4 percent. Below that the bonds take all of the strain and the angle stays at zero. The steep rise of the rigid result is not removed but shifted: it now starts at this threshold instead of at zero strain. As long as the cost of turning is harmonic, the rigid model is thus the limit K ≪ 2MVs, and it fails first at small strain.

**Where a real film departs from the model**

The pitch, elastic constants and mode energy used here are rough values for strontium titanate. At room temperature the bulk crystal is cubic, with no average rotation. At low temperature its octahedra are rotated by roughly 2°, which is why that value was used above. The calculated angles are results of the model and should not be read as measured film properties.

The rigid model assumes that turning costs nothing. The harmonic estimate of K repairs this only in part, because at 10° the cost need not still be quadratic. Forces from the A ions and between oxygens of different octahedra can add a term ¼Bφ⁴. With e ≈ −s + φ²/2, setting the derivative of E with respect to φ² to zero gives

MV(φ²/2 − s) + K/2 + Bφ²/2 = 0,

φ² = (2MVs − K)/(MV + B).

If B were as large as MV, the angle of 10.26° would fall by a factor √2, to about 7.3°. This is an illustration of sensitivity and not a prediction, and B = MV is not an upper limit. In a free crystal the pitch adjusts so that e = 0, and a finite rotation φ₀ at negative K requires B = −K/φ₀². With φ₀ = 2°, B equals MV already for K ≈ −0.16 eV/rad². A crude linear extrapolation of K from 1.05 eV/rad² at 300 K through zero at the bulk transition near 105 K gives K ≈ −0.56 eV/rad² at low temperature and B ≈ 3.5 MV. Used at room temperature, this B would bring the angle down to about 5°. The case B = MV is milder. It does show that an anharmonic cost of this size would lower the angle by more than the harmonic cost does, with the bonds taking up the difference.

Geometry indicates where oxygens of different octahedra begin to crowd one another. Four octahedra surround each opening in the layer. When they turn, one pair of facing oxygens across the opening approaches, each ion moving inward by u. Their separation becomes

a − 2u = 2d(cos φ − sin φ).

At 2 percent compression this is 0.3822 − 0.0776 = 0.305 nm, still longer than the octahedral edge √2 d = 0.276 nm. The two lengths become equal when cos φ − sin φ = 1/√2. Since the left side is √2 cos(φ + 45°), this requires cos(φ + 45°) = 1/2, or φ = 15°, which corresponds to a compression of 3.4 percent. Beyond that, oxygens of different octahedra would be closer than neighbouring oxygens of the same one. The A ions are affected earlier. With A at the centre of its cage, the shortest A–O distance is √[(a/2 − u)² + d²], which at 11.5° is 0.247 nm against 0.276 nm in the unrotated crystal, about 10 percent shorter. Forces outside the octahedra therefore cannot be assumed small even at 2 percent compression.

Temperature enters through the misfit as well. If the substrate contracts more than the film by a rough 10⁻⁶ per kelvin, cooling by 700 K adds 0.07 percent of compression. At fixed bond length this raises the rigid angle by 0.20°, which is small beside the 1.2° found above for compressible bonds. This figure leaves out the fall of K on cooling, which over such a range can move the angle of the relaxed model by more than a degree.

Two other responses have been excluded by assumption. The octahedra may tilt about in-plane axes, and the B ions may move off centre along the normal and polarize the film. Either may compete with the rotation studied here, and neither has been sized. The angle of 11.5° is therefore the answer to the geometrical question as posed. For a real film it is a reference value, to be used together with the measured layer spacing and the strain that the film has actually retained. The numerical output lists the values used in the example.

Numbers as computed

```
Unrotated pitch a0 (rough input): 0.3900 nm
B-O bond length d: 0.1950 nm
In-plane compression s: 2.00 percent
Compressed pitch a: 0.3822 nm
cos(phi): 0.9800 (no unit)
Rotation angle phi, formula: 11.478 deg
Rotation angle phi, formula: 0.20033 rad
Rotation angle phi, enumerated net: 11.478 deg
Rigid patterns on 2x2 net: 2 (count)
Rigid patterns on 3x2 net: 0 (count)
Out-of-plane spacing c: 0.3900 nm
B-O-B bridge angle: 157.04 deg
Sideways oxygen shift: 0.0388 nm
Leading small-strain angle: 11.459 deg
Angle with next series term: 11.478 deg
Angle change per 1 percent strain (slope): 2.88 deg
Angle if misfit is divided by substrate pitch: 11.36 deg
Prior rotation (rough input): 2.0 deg
Angle with prior rotation: 11.65 deg
Angle if half the misfit relaxes: 8.11 deg
Expansion mismatch (rough input): 1.0e-06 1/K
Cooling range (rough input): 700 K
Thermal mismatch strain: 0.070 percent
Angle shift from thermal mismatch: 0.20 deg
C11 (rough input): 320 GPa
C12 (rough input): 100 GPa
Biaxial modulus M: 357.5 GPa
M times V: 132.4 eV
Rotation mode energy (rough input): 6.0 meV
Rotation stiffness K: 1.05 eV/rad^2
Largest K that permits rotation: 5.19 eV/rad^2
Elastic cost with no rotation: 52.9 meV per formula unit
Bond strain with compressible bonds: -0.39 percent
Angle with compressible bonds, minimized: 10.31 deg
Angle with compressible bonds, estimate: 10.26 deg
```
